# Stefan Flow Through a Stagnant Film to an Absorbing Wall

## Problem

A precursor A, mixed with a carrier gas C, reaches a cold wall through a stagnant gas film of thickness $L$. At the bulk edge, $z=0$, the precursor mole fraction is held at $x_0=0.5$. At the wall, $z=L$, the precursor is removed so efficiently that its mole fraction is zero. The wall passes no carrier and returns no gas. Pressure $p$, total molar density $c$ and binary diffusivity $D$ are uniform, and the state is steady.

(a) Find the molar precursor flux $N$ towards the wall.

(b) By what percentage does it exceed the flux found from Fick's law without any drift of the mixture, at the same $c$, $D$, $L$ and end mole fractions?

(c) Find the mole-fraction profile, and explain how drift can raise the flux at the wall, where there is no precursor for it to carry.

(d) Evaluate the flux for a trap that condenses a tin precursor from nitrogen at 2 Torr, and judge which neglected effects matter. Take $L=1$ cm and $D=25$ cm²/s, with gas at 375 K and wall at 290 K.

## Hints

1. "Stagnant" describes the carrier, not the mixture. What is the net carrier flux at the wall, and what does steady conservation then say about it elsewhere?
2. Fick's law gives the flux relative to the molar-average motion of the gas. Add the part carried by that motion to obtain the flux relative to the wall.
3. The total flux equals the precursor flux. Collect the terms containing $N$ before integrating.
4. For part (c), compare the slopes of the profile at the two ends.
5. For part (d), separate effects that change the absolute flux from effects that change the ratio in part (b).

## Full solution

### The flux

Count fluxes as positive towards the wall. In a steady one-dimensional film without gas reactions, neither species accumulates, so

$$\frac{dN_A}{dz}=0,\qquad \frac{dN_C}{dz}=0 .$$

Both fluxes are independent of $z$. The wall passes no carrier, so $N_C=0$ there and therefore throughout the film. Writing $N_A=N$, the total flux is

$$N_A+N_C=N .$$

The mixture thus moves towards the wall with molar-average velocity $u=N/c$. This is the Stefan flow.

Let $x$ be the precursor mole fraction. The drift carries precursor at the rate $cxu=xN$, and diffusion relative to the drift adds $-cD\,dx/dz$:

$$N=xN-cD\frac{dx}{dz}.$$

Moving $xN$ to the left gives

$$N(1-x)=-cD\frac{dx}{dz}.$$

Now divide by $cD(1-x)$ and integrate across the film. It is useful to keep a general wall value $x_w$ for the moment:

$$\frac{N}{cD}\int_0^L dz=-\int_{x_0}^{x_w}\frac{dx}{1-x}.$$

Since $d\ln(1-x)/dx=-1/(1-x)$, the right side is $\ln(1-x_w)-\ln(1-x_0)$. Hence

$$N=\frac{cD}{L}\ln\frac{1-x_w}{1-x_0}.$$

For $x_w=0$ and $x_0=0.5$,

$$N=\frac{cD}{L}\ln 2=0.693\,\frac{cD}{L}.$$

### The enhancement

Without drift, Fick's law reads $N_F=-cD\,dx/dz$. With constant $N_F$ the profile is a straight line, and

$$N_F=\frac{cD}{L}(x_0-x_w)=0.5\,\frac{cD}{L}.$$

The ratio is

$$\frac{N}{N_F}=\frac{\ln 2}{0.5}=1.386,$$

so the Stefan flow raises the flux by 39 percent relative to the drift-free value. The error made by omitting drift is measured relative to the true flux instead. It is $1-1/1.386=0.28$, an underestimate of 28 percent.

The same result can be written as

$$N=\frac{cD}{L}\,\frac{x_0}{y_m},\qquad y_m=\frac{x_0}{-\ln(1-x_0)}=0.721 .$$

Here $y_m$ is the logarithmic mean of the carrier fractions 0.5 and 1 at the two edges. The enhancement factor is $1/y_m$: the less carrier the film holds, the less it resists the precursor.

### The profile and the role of drift

Integrating only as far as $z$ gives

$$\frac{Nz}{cD}=\ln\frac{1-x(z)}{1-x_0}.$$

Insert $N/(cD)=\ln 2/L$ and exponentiate:

$$1-x(z)=0.5\cdot 2^{z/L},\qquad x(z)=1-0.5\cdot 2^{z/L}.$$

This gives 0.5 at the bulk edge and zero at the wall. At mid-film it gives $1-0.5\sqrt2=0.293$, above the value 0.25 on a straight line.

The slope follows from the flux equation:

$$-L\frac{dx}{dz}=(1-x)\ln2 .$$

It is 0.347 at the bulk edge and 0.693 at the wall, while the straight line has slope 0.5 everywhere. In the flux equation, drift carries the fraction $x$ of $N$ and diffusion carries $1-x$. At the bulk edge each carries half. At the wall, diffusion carries everything.

Drift therefore does not deliver the extra precursor at the wall directly. It shifts precursor towards the wall and steepens the last part of the profile, and diffusion down this steeper slope supplies the 39 percent.

The carrier shows why the drift must exist. Its mole fraction rises from 0.5 to 1 towards the wall, so it diffuses back towards the bulk. Its net flux can vanish only if the mixture moves towards the wall and returns it at the same rate.

A time-dependent calculation tests this steady solution. It starts with $x=0.5$ throughout the film, then sets $x=0$ at the wall and imposes zero carrier flux there. On a grid of 150 intervals the scaled flux $NL/(cD)$ settles to 0.69314, against 0.69315 from the formula. The mid-film value is 0.2929 by both routes. The flux stays within 1 percent of its final value after about $0.69\,L^2/D$.

### The tin-precursor trap

Condensation suits this problem because it returns no byproduct and can continue after the first molecular layer. The precursor is tetrakis(dimethylamido)tin, of molar mass 295 g/mol. The diffusivity, vapour pressure and liquid properties used here are rough values.

At the mean temperature of 332.5 K and 2 Torr, the ideal-gas law gives $c=96.45$ nmol/cm³. Then

$$\frac{cD}{L}=\frac{(96.45\ \text{nmol/cm}^3)(25\ \text{cm}^2/\text{s})}{1\ \text{cm}}
=2.41\ \mu\text{mol/(cm}^2\,\text{s)}.$$

Multiplication by 0.5 gives a drift-free flux of 1.21 µmol/(cm² s). Multiplication by 0.693 gives the flux with Stefan flow,

$$N=1.67\ \mu\text{mol/(cm}^2\,\text{s)},$$

or about $1.0\times10^{18}$ molecules/(cm² s). The third digit serves only to display the ratio; the inputs do not support it as a prediction. The drift speed is $u=N/c=17$ cm/s, and the settling time is about 28 ms.

**Is the wall fraction zero?** Two effects keep it finite. The precursor's vapour pressure at 290 K is roughly 0.0049 Torr, which contributes $0.0049/2=0.0024$. A finite collision rate requires some precursor next to the wall even if every colliding molecule condenses; the collision rate of a gas in equilibrium gives about 0.0042. This is an overestimate by roughly a factor of two, because almost no molecules return from a fully condensing wall. With the cautious value $x_w=0.0066$,

$$\frac{\ln(1-x_w)}{\ln2}\approx-\frac{0.0066}{0.693}\approx-0.01 .$$

The flux therefore falls by about 1 percent or less. If only a small fraction of the collisions led to condensation, the second contribution would be about 0.0042 divided by that fraction, as long as the result remained small.

**Does the temperature difference matter?** Suppose $cD\propto T^{0.75}$ at fixed pressure. Evaluating the whole film at 375 K instead of the mean temperature raises the flux by 9.4 percent; evaluating it at 290 K lowers it by 9.7 percent. These are limits for a film whose temperature lies between the two.

The ratio in part (b) is not affected by this variation if the temperature profile is held fixed. With $cD$ a function of position, the two integrations become

$$N\int_0^L\frac{dz}{cD}=\ln2,\qquad
N_F\int_0^L\frac{dz}{cD}=0.5 ,$$

and the common integral cancels.

A temperature gradient also causes thermal diffusion. Assume that it drives the heavy precursor towards the cold wall with a constant factor $\alpha=0.3$. The flux equation becomes

$$N(1-x)=-cD\left[\frac{dx}{dz}+\alpha x(1-x)\frac{d\ln T}{dz}\right].$$

Dividing by $cD(1-x)$ and integrating, with $cD$ constant, gives

$$\frac{NL}{cD}=\ln2+\alpha\int_0^L x\left(-\frac{d\ln T}{dz}\right)dz .$$

For temperature falling steadily towards the wall and $x\le x_0$, the added term is at most $\alpha x_0\ln(375/290)$. Relative to $\ln2$, this bound is 5.6 percent. For a linear temperature profile the numerical solution gives an increase of 3 percent. The true profile is not linear, because the drifting precursor carries heat and keeps the gas warm until close to the wall. With a rough precursor heat capacity of 300 J/(mol K) and a gas conductivity of 0.02 W/(m K), the increase is nearer 2 percent.

**Is the gas film itself sound?** The estimated mean free path is 0.0012 of the film thickness, so a continuum description is reasonable. With $\rho$ the mass density at the bulk edge, $\rho u^2$ is about $2\times10^{-6}$ of the total pressure. The mass-average velocity, which carries the momentum, is larger than $u$ because the moving species is heavy; it gives about $7\times10^{-6}$ at the bulk edge and about $3\times10^{-5}$ at the wall, where the same mass flux passes through lighter gas. All these values support the assumption of uniform pressure. The Rayleigh number formed from the density difference across the film is about 4, far below the value of roughly 1700 at which a horizontal layer between rigid plates starts to convect. A vertical film has no such threshold, but a small Rayleigh number still means weak buoyant transport.

Cooling makes the vapour supersaturated, by a factor of up to 14 for a linear temperature profile. This profile is the cautious choice here, because gas kept warmer by the drift is less supersaturated. With a rough surface tension of 0.025 N/m, classical nucleation theory gives a lowest droplet barrier of 85 $kT$. The barrier scales as the cube of the surface tension, so 0.020 N/m would lower it to about 43 $kT$, where nucleation is no longer negligible. For the profile kept warm by the drift, with the rough thermal properties above, the largest supersaturation is about 6 and the barrier about 190 $kT$, or about 100 $kT$ at 0.020 N/m. Fog from spontaneous nucleation is then very unlikely within this estimate. Droplets growing on existing particles are not excluded.

**How long can the wall remain unchanged?** If the liquid stays where it condenses, the layer grows at about 4.1 µm/s and reaches 0.25 mm in 60 s, or 2.5 percent of the gas-film thickness. On a vertical wall, liquid running off would leave a thinner layer. The latent heat flux is about 0.1 W/cm², which alone produces a temperature drop of about 1.9 K across that layer. Heat conducted from the gas adds to it; with the rough thermal properties above, the total drop is nearer 3 K. If the layer keeps growing, longer operation needs a moving boundary and a warmer condensing surface.

**Comparison with a real trap.** Pressures of a few Torr and a wall near room temperature are plausible for a precursor trap, but a precursor fraction of 0.5 is high for a line strongly diluted by carrier or purge gas. The least secure assumption is the fixed stagnant film. In a real trap the flow and geometry set the effective $L$, and withdrawal of gas at the wall can change it. Since $N\propto1/L$ at fixed $cD$ and end fractions, a film half as thick doubles the flux. This uncertainty can exceed every correction estimated above. The 39 percent is therefore a comparison at fixed $L$, not a prediction of how much more a given trap collects.

The result should not be transferred directly to a flat wafer during a self-limiting dose. Take an assumed capacity of $3\times10^{14}$ molecules/cm². The steady flux of $1.0\times10^{18}$ molecules/(cm² s) would fill it in about 0.3 ms. If the film at first holds no precursor, the flux must build up and filling takes about 4 ms, still well before the film settles in roughly 28 ms. The wall would stop absorbing before the steady state was established.

## Variation 1: the surface reaction returns a gas

*Let each absorbed precursor molecule release $\nu$ molecules of byproduct B. The bulk contains no byproduct. How does the enhancement change?*

Now $N_B=-\nu N$ and $N_C=0$, so the total flux is $(1-\nu)N$. First let all pair diffusivities equal $D$. The precursor equation is

$$N=(1-\nu)xN-cD\frac{dx}{dz}.$$

Put $a=1-\nu$ and collect the terms in $N$:

$$N(1-ax)=-cD\frac{dx}{dz}.$$

Integration from $x_0$ to zero gives, for $a\ne0$,

$$\frac{NL}{cD}=\int_0^{x_0}\frac{dx}{1-ax}
=-\frac{\ln(1-ax_0)}{a}.$$

For $a=0$ the integral is simply $x_0$. With $x_0=0.5$, the ratios to the Fick flux are:

- $\nu=0$: 1.386, the original problem;
- $\nu=0.5$: 1.151;
- $\nu=1$: 1, since there is no net drift;
- $\nu=2$: 0.811, since the drift now points away from the wall.

Unequal diffusivities change this picture. The Maxwell–Stefan equations balance each mole-fraction gradient against friction between pairs of species:

$$\frac{dx_i}{dz}=\sum_{j\ne i}\frac{x_iN_j-x_jN_i}{cD_{ij}}.$$

Take $\nu=1$, $D_{AC}=D$ and $D_{AB}=D_{BC}=3D$. Define $n=NL/(cD)$ and $\zeta=z/L$, so that the scaled fluxes of A, B and C are $n$, $-n$ and 0. The carrier equation is

$$\frac{dx_C}{d\zeta}=x_Cn-\frac{x_Cn}{3}=\frac{2n}{3}x_C,
\qquad x_C=0.5\,e^{2n\zeta/3}.$$

For the precursor, use $x+x_B=1-x_C$:

$$\frac{dx}{d\zeta}=-n\left[\frac{x+x_B}{3}+x_C\right]
=-n\left[\frac13+\frac23x_C\right].$$

Integrate from $x=0.5$ at $\zeta=0$ to $x=0$ at $\zeta=1$. The term in $x_C$ integrates to $x_C(1)-x_C(0)$, because $(2n/3)x_C=dx_C/d\zeta$. Therefore

$$0.5=\frac n3+0.5\left(e^{2n/3}-1\right).$$

The solution is $n=0.664$, which is 1.329 times the Fick value based on $D_{AC}$. The net drift is zero, yet the flux is 33 percent higher. The cause in this model is the weaker friction between precursor and byproduct, which enters through the term $(x+x_B)/3$. Its part in $x$ is the drag of the outgoing byproduct on the precursor; its part in $x_B$ is the friction of the precursor moving through byproduct. The film averages of $x$ and $x_B$ are 0.26 and 0.11, so the weaker drag of the outgoing byproduct is the larger share. With $D_{AB}=D$ and only $D_{BC}=3D$ the ratio returns to 1, and when both $D_{AB}$ and $D_{BC}$ become very large it approaches the original 1.386. Zero net drift restores the Fick value for equal diffusivities, but not in this unequal case.

## Variation 2: a dilute or nearly pure precursor

*Keep an absorbing wall without byproducts, but change $x_0$. What happens at the two ends of the range?*

Setting $x_w=0$ in the general result gives

$$\frac{N}{N_F}=\frac{-\ln(1-x_0)}{x_0}.$$

For small $x_0$, use $-\ln(1-x_0)=x_0+x_0^2/2+x_0^3/3+\cdots$. Division by $x_0$ yields

$$\frac{N}{N_F}=1+\frac{x_0}{2}+\frac{x_0^2}{3}+\cdots .$$

To leading order the fractional enhancement is half the bulk mole fraction. At $x_0=0.1$ this estimates 5 percent; the time-dependent calculation gives 5.4 percent. Neglecting drift is then a modest error, and it vanishes in the dilute limit.

At $x_0=0.8$ the same calculation gives an enhancement of 101 percent, so the flux is about twice the Fick value. As $x_0\to1$, the formula diverges because the carrier that provides the film's resistance disappears from the bulk edge.

A real wall cannot deliver that infinite flux. The number of molecules striking it is finite, so the assumption $x_w=0$ must eventually fail: $x_w$ rises as the demanded flux rises. The wall's collision and condensation rates then have to be solved together with

$$N=\frac{cD}{L}\ln\frac{1-x_w}{1-x_0}.$$

How soon the wall becomes the main resistance depends on how readily molecules condense, because the film flux grows only logarithmically as the carrier fraction $1-x_0$ falls. With the trap's values held fixed and every colliding molecule condensing, $x_w$ is still below 0.1 at a carrier fraction of $10^{-6}$, so the film remains the main resistance. This is a formal extrapolation: the precursor's vapour pressure at 375 K is roughly 1.4 Torr, so at 2 Torr the bulk gas would be supersaturated above $x_0\approx0.7$, and the roughly twentyfold flux would warm the condensing surface. If only a small fraction of collisions leads to condensation, the wall takes over at a much larger carrier fraction. If the resulting drift approaches molecular speeds, the assumptions of uniform pressure and a gas near equilibrium at the wall fail as well.

The numerical output below lists the main computed values.

## Calculated quantities

```
Scaled flux with drift, formula: 0.69315
Scaled flux with drift, transient simulation: 0.69314
Scaled Fick flux without drift: 0.5
Flux ratio: 1.3863
Enhancement: 38.63 %
Underestimate if drift is omitted: 27.87 %
Logarithmic-mean carrier fraction: 0.7213
Mid-film mole fraction, formula: 0.2929
Mid-film mole fraction, simulation: 0.2929
Simulated enhancement for bulk fraction 0.1: 5.36 %
Simulated enhancement for bulk fraction 0.8: 101 %
Ternary flux / Fick flux, 0 byproducts: 1.386
Ternary flux / Fick flux, 0.5 byproducts: 1.151
Ternary flux / Fick flux, 1 byproducts: 1
Ternary flux / Fick flux, 2 byproducts: 0.8109
Same, 1 byproduct diffusing 3 times faster: 1.329
Pressure: 2 Torr
Film thickness: 1 cm
Diffusivity (rough): 25 cm2/s
Gas, wall, mean temperature: 375, 290, 332.5 K
Precursor molar mass: 295 g/mol
Total molar density: 96.45 nmol/cm3
Fick flux: 1.206 umol/(cm2 s)
Flux with drift: 1.671 umol/(cm2 s)
Flux with drift, converted: 1.007e+18 molecules/(cm2 s)
Drift speed: 17.3 cm/s
Scaled time to settle within 1 %: 0.688 L^2/D
Time to settle within 1 %: 27.5 ms
Vapour pressure at gas temperature (rough): 1.4 Torr
Vapour pressure at wall (rough): 0.0049 Torr
Wall fraction from vapour pressure: 0.0024
Wall fraction from collision rate: 0.0042
Flux change from both: -0.96 %
Flux change, cD at gas temperature: 9.4 %
Flux change, cD at wall temperature: -9.7 %
Assumed thermal diffusion factor: 0.3
Thermal diffusion, linear temperature: 3 %
Thermal diffusion, upper bound: 5.6 %
Mean free path / film thickness: 0.0012
Dynamic pressure / total pressure: 1.6e-06
Rayleigh number: 4.2
Largest supersaturation ratio: 14
Lowest droplet barrier: 85 kT
Condensed layer growth: 4.1 um/s
Layer run time: 60 s
Layer thickness after run: 0.25 mm
Latent heat flux: 0.1 W/cm2
Temperature drop across layer after run: 1.9 K
```
